# Why Screening Lifts the Dirac 2s1/2–2p1/2 Degeneracy: verification in Python

```python
"""
Result under test: screening by non-negative charge lifts the Dirac 2s1/2-2p1/2
degeneracy. At first order in the screening energy dV(r),
    E(2p1/2) - E(2s1/2) = integral q'(r) T(r) dr,
    T(r) = C (2 lam r)^(2 g) exp(-2 lam r),  C = Z / ((1+g) Gamma(2g+2)),
and for V = -Z exp(-mu r)/r it equals (mu^2/2) (1 + mu/(2 lam))^(-2g-2).
Symbols (Hartree atomic units): Z nuclear charge, c speed of light,
g = sqrt(1-(Z/c)^2), N = sqrt(2+2g), lam = Z/N, q(r) screening charge inside r,
kappa = -1 for 2s1/2 and +1 for 2p1/2, P and Q large and small radial functions,
eps energy without rest energy. "lost(r)" denotes r*dV(r).
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import solve_ivp, simpson
from scipy.optimize import newton
from scipy.special import gamma as Gamma

c = 1.0 / constants.fine_structure
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
LOG_X = np.linspace(np.log(1e-7), np.log(40.0), 4001)   # log of lam*r
STEP = LOG_X[1] - LOG_X[0]
MATCH = 3536                                            # lam*r close to 4


def no_screening(r):
    return 0.0 * r


def yukawa(Z, mu):
    return lambda r: -Z * np.expm1(-mu * r)


class Nucleus:
    def __init__(self, Z):
        self.Z = Z
        self.g = np.sqrt(1 - (Z / c) ** 2)
        self.N = np.sqrt(2 + 2 * self.g)
        self.lam = Z / self.N
        self.log_r = LOG_X - np.log(self.lam)
        self.r = np.exp(self.log_r)
        self.sommerfeld = c**2 * (self.N / 2 - 1)
        self.eps0, self.wave0 = {}, {}
        for kappa in (-1, 1):
            e = self.level(kappa, 0.99 * self.sommerfeld, no_screening)
            self.eps0[kappa] = e
            self.wave0[kappa] = self.wave(kappa, e, no_screening)

    def integral(self, f):
        return simpson(f * self.r, dx=STEP)

    def integrate(self, kappa, eps, lost, full=False):
        """Outward and inward solutions, with the factor r^g removed."""
        Z, g, s = self.Z, self.g, self.log_r

        def rhs(t, y):
            r = np.exp(t)
            p, q = y
            u = (r * eps + Z - lost(r)) / c
            return [(-kappa - g) * p + (2 * c * r + u) * q,
                    (kappa - g) * q - u * p]

        if kappa < 0:
            ratio = -(Z / c) / (g - kappa)
        else:
            ratio = (g + kappa) / (Z / c)
        r_end = self.r[-1]
        local = eps + (Z - lost(r_end)) / r_end
        tail = -np.sqrt(-local / (2 * c**2 + local))
        opts = dict(method="DOP853", rtol=3e-13, atol=1e-14)
        t_out = s[:MATCH + 1] if full else None
        t_in = s[MATCH:][::-1] if full else None
        out = solve_ivp(rhs, (s[0], s[MATCH]), [1.0, ratio], t_eval=t_out, **opts)
        inn = solve_ivp(rhs, (s[-1], s[MATCH]), [1.0, tail], t_eval=t_in, **opts)
        assert out.success and inn.success
        return out.y, inn.y

    def level(self, kappa, guess, lost):
        def mismatch(eps):
            out, inn = self.integrate(kappa, eps, lost)
            return out[0, -1] * inn[1, -1] / inn[0, -1] - out[1, -1]
        return newton(mismatch, guess, x1=guess * 1.001, tol=1e-9 * self.Z**2)

    def wave(self, kappa, eps, lost):
        out, inn = self.integrate(kappa, eps, lost, full=True)
        inn = inn[:, ::-1] * (out[0, -1] / inn[0, -1])
        pq = np.concatenate([out, inn[:, 1:]], axis=1) * self.r**self.g
        return pq / np.sqrt(self.integral(pq[0] ** 2 + pq[1] ** 2))

    def density(self, kappa):
        return np.sum(self.wave0[kappa] ** 2, axis=0)

    def shift(self, kappa, lost):
        return self.integral(self.density(kappa) * lost(self.r) / self.r)

    def pair(self, lost):
        return [self.level(k, self.eps0[k] + self.shift(k, lost), lost)
                for k in (-1, 1)]

    def kernel(self, r):
        x = 2 * self.lam * r
        C = self.Z / ((1 + self.g) * Gamma(2 * self.g + 2))
        return C * x ** (2 * self.g) * np.exp(-x)

    def yukawa_first_order(self, mu):
        return mu**2 / 2 * (1 + mu / (2 * self.lam)) ** (-2 * self.g - 2)


# Operator identity for arbitrary radial functions and arbitrary potential.
r_, c_, Z_, k_ = sp.symbols("r c Z kappa", positive=True)
P_, Q_, V_ = [sp.Function(name)(r_) for name in ("P", "Q", "V")]


def H_sym(k, f):
    return ((V_ + c_**2) * f[0] + c_ * (-sp.diff(f[1], r_) + k * f[1] / r_),
            c_ * (sp.diff(f[0], r_) + k * f[0] / r_) + (V_ - c_**2) * f[1])


def L_sym(k, f):
    h = H_sym(k, f)
    a, b = h[0] - c_**2 * f[0], h[1] + c_**2 * f[1]
    return (-Z_ * f[0] + k / c_ * b, -Z_ * f[1] - k / c_ * a)


left = H_sym(-k_, L_sym(k_, (P_, Q_)))
right = L_sym(k_, H_sym(k_, (P_, Q_)))
defect = 2 * k_ * c_ * (V_ + Z_ / r_)
assert sp.simplify(sp.expand(left[0] - right[0] - defect * Q_)) == 0
assert sp.simplify(sp.expand(left[1] - right[1] - defect * P_)) == 0

# Coulomb pair: degeneracy, moments and norm of the partner state.
Z = 80.0
atom = Nucleus(Z)
es0, ep0 = atom.eps0[-1], atom.eps0[1]
assert abs(es0 - ep0) < 1e-6
assert abs(es0 - atom.sommerfeld) < 1e-6
difference = atom.density(1) - atom.density(-1)
mean_r = {k: atom.integral(atom.density(k) * atom.r) for k in (-1, 1)}
w = 1 + atom.sommerfeld / c**2
for k in (-1, 1):
    formula = ((3 * atom.N**2 - k**2) * w - k) / (2 * Z)
    assert abs(mean_r[k] / formula - 1) < 1e-6
assert abs((mean_r[1] - mean_r[-1]) * Z + 1) < 1e-5
inverse_r = {k: atom.integral(atom.density(k) / atom.r) for k in (-1, 1)}
assert abs(inverse_r[1] / inverse_r[-1] - 1) < 1e-6


def partner(kappa, eps, pq):
    return np.array([-Z * pq[0] + kappa / c * (eps + 2 * c**2) * pq[1],
                     -Z * pq[1] - kappa / c * eps * pq[0]])


image = partner(-1, es0, atom.wave0[-1])
image_norm = atom.integral(np.sum(image**2, axis=0))
assert abs(image_norm / (Z**2 - atom.lam**2) - 1) < 1e-5
overlap = atom.integral(np.sum(image * atom.wave0[1], axis=0))
assert abs(overlap**2 / image_norm - 1) < 1e-5   # the image is the 2p1/2 state

# Splitting caused by one unit of charge on a thin shell, from the densities.
shells = []
for j in (3000, 3300, 3536):
    R = atom.r[j]
    inside = simpson((difference * atom.r)[:j + 1], dx=STEP) / R
    outside = simpson(difference[j:], dx=STEP)
    value = inside + outside
    assert value > 0
    assert np.isclose(value, atom.kernel(R), rtol=1e-5, atol=2e-6)
    shells.append((R, value, atom.kernel(R)))

# Yukawa screening: quadrature, closed form, direct radial integration.
table = []
for mu in (1.0, 2.0, 4.0, 8.0):
    lost = yukawa(Z, mu)
    es, ep = atom.pair(lost)
    first = atom.yukawa_first_order(mu)
    quadrature = atom.integral(difference * lost(atom.r) / atom.r)
    assert abs(quadrature / first - 1) < 1e-4
    assert ep > es and abs((ep - es) / first - 1) < 0.05
    table.append((mu, es, ep, first, ep - es))
    if mu == 4.0:
        main = dict(mu=mu, es=es, ep=ep, first=first, quad=quadrature,
                    ss=atom.shift(-1, lost), sp=atom.shift(1, lost))
        psi, phi = atom.wave(-1, es, lost), atom.wave(1, ep, lost)
        dV = lost(atom.r) / atom.r
        top = -2 * c * atom.integral(dV * (phi[0] * psi[1] + phi[1] * psi[0]))
        bottom = atom.integral(np.sum(phi * partner(-1, es, psi), axis=0))
        main["identity"] = top / bottom
        assert abs(main["identity"] / (ep - es) - 1) < 1e-4
assert abs(table[0][4] / table[0][3] - 1) < 3e-3

# A different cloud: two electrons with density proportional to exp(-2 beta r).
beta, electrons, strength = 40.0, 2.0, 0.05


def cloud(scale):
    return lambda r: scale * electrons * (-np.expm1(-2 * beta * r)
                                          - beta * r * np.exp(-2 * beta * r))


plus, minus = atom.pair(cloud(strength)), atom.pair(cloud(-strength))
slope = ((plus[1] - plus[0]) - (minus[1] - minus[0])) / (2 * strength)
q_prime = electrons * 4 * beta**3 * atom.r**2 * np.exp(-2 * beta * atom.r)
cloud_first = atom.integral(q_prime * atom.kernel(atom.r))
assert abs(slope / cloud_first - 1) < 1e-3

# The error of first order starts with the fourth power of mu.
light = Nucleus(20.0)
assert abs(light.eps0[1] - light.eps0[-1]) < 1e-8
errors = []
for mu in (0.125, 0.0625):
    es, ep = light.pair(yukawa(light.Z, mu))
    errors.append(ep - es - light.yukawa_first_order(mu))
power = np.log2(errors[0] / errors[1])
assert 3.5 < power < 4.4

direct = main["ep"] - main["es"]
nonrel = main["mu"] ** 2 / 2 * (1 + main["mu"] / Z) ** (-4)
print(f"speed of light c = {c:.6f} a.u.")
print(f"nuclear charge Z = {Z:.0f}")
print(f"gamma = {atom.g:.6f}, N = {atom.N:.6f} (dimensionless)")
print(f"lambda = {atom.lam:.5f} 1/bohr")
print(f"Coulomb level, closed formula = {atom.sommerfeld:.6f} hartree")
print(f"Coulomb 2s1/2, integrated = {es0:.6f} hartree")
print(f"Coulomb 2p1/2, integrated = {ep0:.6f} hartree")
print(f"mean radius 2s1/2 = {mean_r[-1]:.6f} bohr")
print(f"mean radius 2p1/2 = {mean_r[1]:.6f} bohr")
print(f"mean 1/r, 2s1/2 = {inverse_r[-1]:.5f} 1/bohr")
print(f"mean 1/r, 2p1/2 = {inverse_r[1]:.5f} 1/bohr")
print(f"squared norm of L(2s) = {image_norm:.3f} a.u.")
print(f"Z^2 - lambda^2 = {Z**2 - atom.lam**2:.3f} a.u.")
print(f"radius where T is largest = {atom.g / atom.lam:.6f} bohr")
print(f"largest T = {atom.kernel(atom.g / atom.lam):.5f} hartree per unit charge")
for R, value, formula in shells:
    print(f"shell at {R:.5f} bohr: T from densities {value:.5f}, "
          f"formula {formula:.5f} hartree per unit charge")
print(f"main example: mu = {main['mu']:.1f} 1/bohr")
print(f"mu/(2 lambda) = {main['mu'] / (2 * atom.lam):.6f}")
print(f"first-order shift 2s1/2 = {main['ss']:.5f} hartree")
print(f"first-order shift 2p1/2 = {main['sp']:.5f} hartree")
print(f"screened 2s1/2, integrated = {main['es']:.5f} hartree")
print(f"screened 2p1/2, integrated = {main['ep']:.5f} hartree")
print(f"splitting, first order by quadrature = {main['quad']:.5f} hartree")
print(f"splitting, first order closed form = {main['first']:.5f} hartree")
print(f"the same = {main['first'] * HARTREE_EV:.2f} eV")
print(f"splitting, direct integration = {direct:.5f} hartree")
print(f"the same = {direct * HARTREE_EV:.2f} eV")
print(f"splitting from exact symmetry identity = {main['identity']:.5f} hartree")
print(f"nonrelativistic first-order splitting = {nonrel:.5f} hartree")
print(f"small-mu limit mu^2/2 = {main['mu']**2 / 2:.5f} hartree")
for mu, es, ep, first, full in table:
    print(f"mu = {mu:.0f} 1/bohr: first order {first:.5f}, direct {full:.5f} "
          f"hartree, direct/first - 1 = {100 * (full / first - 1):.3f} %")
print(f"cloud: {electrons:.0f} electrons, beta = {beta:.0f} 1/bohr, "
      f"strength step {strength:.2f}")
print(f"cloud splitting, first-order formula = {cloud_first:.5f} hartree")
print(f"cloud splitting, slope of direct energies = {slope:.5f} hartree")
print(f"Z = {light.Z:.0f}, error of first order at mu = 0.125 1/bohr: "
      f"{errors[0]:.3e} hartree")
print(f"Z = {light.Z:.0f}, error of first order at mu = 0.0625 1/bohr: "
      f"{errors[1]:.3e} hartree")
print(f"power of mu in this error = {power:.2f}")
print("all good")
```

Output:

```
speed of light c = 137.035999 a.u.
nuclear charge Z = 80
gamma = 0.811906, N = 1.903631 (dimensionless)
lambda = 42.02495 1/bohr
Coulomb level, closed formula = -904.847783 hartree
Coulomb 2s1/2, integrated = -904.847783 hartree
Coulomb 2p1/2, integrated = -904.847783 hartree
mean radius 2s1/2 = 0.064974 bohr
mean radius 2p1/2 = 0.052474 bohr
mean 1/r, 2s1/2 = 25.88043 1/bohr
mean 1/r, 2p1/2 = 25.88043 1/bohr
squared norm of L(2s) = 4633.904 a.u.
Z^2 - lambda^2 = 4633.904 a.u.
radius where T is largest = 0.019320 bohr
largest T = 5.00764 hartree per unit charge
shell at 0.00673 bohr: T from densities 2.60333, formula 2.60333 hartree per unit charge
shell at 0.02973 bohr: T from densities 4.20342, formula 4.20342 hartree per unit charge
shell at 0.09566 bohr: T from densities 0.10996, formula 0.10996 hartree per unit charge
main example: mu = 4.0 1/bohr
mu/(2 lambda) = 0.047591
first-order shift 2s1/2 = 282.36639 hartree
first-order shift 2p1/2 = 289.12596 hartree
screened 2s1/2, integrated = -622.81828 hartree
screened 2p1/2, integrated = -616.04210 hartree
splitting, first order by quadrature = 6.75957 hartree
splitting, first order closed form = 6.75957 hartree
the same = 183.94 eV
splitting, direct integration = 6.77618 hartree
the same = 184.39 eV
splitting from exact symmetry identity = 6.77618 hartree
nonrelativistic first-order splitting = 6.58162 hartree
small-mu limit mu^2/2 = 8.00000 hartree
mu = 1 1/bohr: first order 0.47902, direct 0.47918 hartree, direct/first - 1 = 0.033 %
mu = 2 1/bohr: first order 1.83662, direct 1.83856 hartree, direct/first - 1 = 0.106 %
mu = 4 1/bohr: first order 6.75957, direct 6.77618 hartree, direct/first - 1 = 0.246 %
mu = 8 1/bohr: first order 23.01758, direct 22.96602 hartree, direct/first - 1 = -0.224 %
cloud: 2 electrons, beta = 40 1/bohr, strength step 0.05
cloud splitting, first-order formula = 6.26389 hartree
cloud splitting, slope of direct energies = 6.26389 hartree
Z = 20, error of first order at mu = 0.125 1/bohr: 7.935e-07 hartree
Z = 20, error of first order at mu = 0.0625 1/bohr: 5.306e-08 hartree
power of mu in this error = 3.90
all good
```
